# Biorthogonal Method of Moments and the CR-CC(2,3) Triples Correction, part 2

CCSD has no triples amplitudes. CR-CC(2,3) estimates the missing energy, up to full configuration interaction (FCI), from converged CCSD quantities; the example is CO. Energies are in Eh or mEh.

Spin orbitals $i,j,k,m,n$ are occupied and $a,b,c,e,f$ empty in the reference $\Phi$. $H$ is real, with one-body integrals $h_{pq}$ and $g_{pqrs}=\langle pq||rs\rangle$. $T=T_1+T_2$ has amplitudes $t_i^a,t_{ij}^{ab}$. Rank is the change in excitation level; the q-annihilators $a,i^\dagger$ destroy $|\Phi\rangle$. For determinants $|K\rangle=\tau_K|\Phi\rangle$,
$$\bar H=e^{-T}He^{T},\quad E_{CC}=\langle\Phi|\bar H|\Phi\rangle,\quad M_K=\langle K|\bar H|\Phi\rangle ,$$
$\bar H_{JK}=\langle J|\bar H|K\rangle$, and the moments $M_K$ vanish for ranks 1 and 2.

With $\langle\Psi|H=E\langle\Psi|$, $\ell_K=\langle\Psi|e^T|K\rangle/\langle\Psi|e^T|\Phi\rangle$ and $\langle\mathcal L|=\sum_K\ell_K\langle K|$,
$$\langle\mathcal L|\bar H=E\langle\mathcal L| ,\tag{1}$$
$$E-E_{CC}=\sum_{\text{rank}\,3}^{6}\ell_KM_K .\tag{2}$$
$\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ (singles, doubles) obeys, for $\nu$ of rank 1 or 2,
$$\langle\Phi|(1+\Lambda)(\bar H-E_{CC})|\nu\rangle=0 .\tag{3}$$
For a triple $K$,
$$\ell_K(E-\bar H_{KK})=\sum_{J\in S,D}\ell_J\bar H_{JK}+\sum_{J\in T,\,J\ne K}\ell_J\bar H_{JK}+\sum_{\text{rank}\ge4}\ell_J\bar H_{JK}.\tag{4}$$
Approximations: (i) $\ell_J\to\lambda_J$ for singles and doubles; (ii) $E\to E_{CC}$; (iii) ranks 4 and higher are dropped in (4) and (2); (iv) coupling between different triples is dropped. With $X_K=\langle\Phi|\Lambda\bar H|K\rangle$ and triples block $\bar H_{TT}$, (i) to (iii) give
$$\delta_{\rm block}=X\,(E_{CC}-\bar H_{TT})^{-1}M,\tag{5}$$
and (iv) gives
$$\delta(2,3)=\sum_{K\in T}\frac{X_KM_K}{D_K},\qquad D_K=E_{CC}-\bar H_{KK}.\tag{6}$$

Dressing by $T_1$ gives $\tilde H=e^{-T_1}He^{T_1}$ with integrals $\tilde h,\tilde g$, rank-$r$ parts $\tilde H_r$, $\tilde f_{pq}=\tilde h_{pq}+\sum_m\tilde g_{pmqm}$, $\tilde g_{mnef}=g_{mnef}$ and $\tilde H_{-2}=\frac14\sum g_{mnef}m^\dagger n^\dagger fe$. With $P(i/jk)=1-(ij)-(ik)$, $P(ab)=1-(ab)$,
$$M_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\sum_et_{jk}^{ae}W_{bcei}-\sum_mt_{im}^{bc}W_{majk}\Big],\tag{7}$$
$$W_{abei}=\tilde g_{abei}+\tfrac12\sum\tilde g_{mnei}t_{mn}^{ab}-P(ab)\sum\tilde g_{mbef}t_{mi}^{af}-\sum\tilde f_{me}t_{mi}^{ab},$$
$$W_{mbij}=\tilde g_{mbij}+\tfrac12\sum\tilde g_{mbef}t_{ij}^{ef}+P(ij)\sum\tilde g_{mnie}t_{jn}^{be}.$$
$$X_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\lambda_i^ag_{jkbc}+\lambda_{jk}^{bc}\tilde f_{ia}+\sum_e\lambda_{jk}^{ae}\tilde g_{eibc}-\sum_m\lambda_{im}^{bc}\tilde g_{jkma}\Big].\tag{8}$$

## The denominator

The rank-0 part of $\bar H$ is $\tilde H_0+[\tilde H_{-2},T_2]$. Describe $K$ by indicators, $x_m=1$ if $m$ is a hole and $y_e=1$ if $e$ is filled, otherwise 0. The diagonal of a two-body operator is the sum over occupied orbitals and pairs; subtracting the reference value and using the definition of $\tilde f$,
$$\langle K|\tilde H|K\rangle-\langle\Phi|\tilde H|\Phi\rangle=\sum_a\tilde f_{aa}-\sum_i\tilde f_{ii}+\sum_{i<j}\tilde g_{ijij}+\sum_{a<b}\tilde g_{abab}-\sum_{i,a}\tilde g_{iaia},$$
where $i,j,a,b$ run over the labels of $K$. The pair terms arise because $\tilde f$ counts interactions with all reference electrons: a particle does not meet the removed electrons ($-\tilde g_{iaia}$), and the interaction of two removed electrons has been subtracted twice ($+\tilde g_{ijij}$).

For the commutator let $w_{mn}^{ef}=g_{mnef}t_{mn}^{ef}$, without summation. In $\langle K|\tilde H_{-2}T_2|K\rangle$ a double excitation must be undone by its own adjoint, so it contributes $+w$ if it is allowed in $K$, that is with weight $(1-x_m)(1-x_n)(1-y_e)(1-y_f)$. In $\langle K|T_2\tilde H_{-2}|K\rangle$ the de-excitation comes first and needs all four labels in $K$. For $\Phi$ every $w$ counts once. So the commutator minus its reference value is
$$\sum_{m<n,\,e<f}w_{mn}^{ef}\big[(1-x_m)(1-x_n)(1-y_e)(1-y_f)-x_mx_ny_ey_f-1\big].$$
Expanding the product gives $1$, minus four single indicators, plus six pairs, minus four triples, plus $x_mx_ny_ey_f$. The constant and the fourfold term cancel. A term $x_i$ collects all $w$ containing $i$, namely $\sum_n\sum_{e<f}=\frac12\sum_{nef}$, and similarly for the others. Therefore $-D_K=d_1+d_2+d_3$ with
$$d_1=\sum_a\Big(\tilde f_{aa}-\tfrac12\sum_{mnf}w_{mn}^{af}\Big)-\sum_i\Big(\tilde f_{ii}+\tfrac12\sum_{nef}w_{in}^{ef}\Big),$$
$$d_2=\sum_{i<j}\Big(\tilde g_{ijij}+\tfrac12\sum_{ef}w_{ij}^{ef}\Big)+\sum_{a<b}\Big(\tilde g_{abab}+\tfrac12\sum_{mn}w_{mn}^{ab}\Big)+\sum_{i,a}\Big(-\tilde g_{iaia}+\sum_{nf}w_{in}^{af}\Big),$$
$$d_3=-\sum_{i<j,\,a}\sum_fw_{ij}^{af}-\sum_{i,\,a<b}\sum_nw_{in}^{ab}.\tag{9}$$
The $w$ terms are pair-correlation contributions to $E_{CC}$. A $w$ that shares one to three labels with $K$ is blocked and enters with net weight $-1$; one with all four labels in $K$ enters with weight $-4+6-4=-2$, the second unit coming from $\langle K|T_2\tilde H_{-2}|K\rangle$. Nothing in the argument fixed the rank of $K$. Equations (7) and (8) were tested element by element against an explicit determinant matrix of $\bar H$, and (9) against its diagonal for every rank present; the largest deviation is $3\times10^{-14}$ Eh.

Variant D uses all of (9), C uses $d_1+d_2$, B uses $d_1$, and A uses $d_0=\sum_a\varepsilon_a-\sum_i\varepsilon_i$ from the bare orbital energies.

## Perturbation order and the (T) limit

Take canonical Hartree–Fock orbitals and $H(z)=F+z(H-F)$, with $F$ the diagonal Fock operator and $z$ small enough for the series to hold. At first order $\Psi$ contains doubles alone, so $T_2=O(z)$, $T_1=O(z^2)$, and all components of rank 3 or more are $O(z^2)$ or smaller; since $e^T|K\rangle$ has no rank below that of $K$, the same holds for $\ell_K$. From (7), $M_3=O(z^2)$, so the gap starts at $z^4$. $M_4$ starts from the two-body part of $\tilde H_0$ with two $T_2$ ($F$ has one q-annihilator and cannot bind two), so $M_4=O(z^3)$ and $\ell_4M_4=O(z^5)$; $M_5$ and $M_6$ carry more factors. Off-diagonal elements of $\bar H$ are $O(z)$. The last two sums in (4) are then $O(z^3)$; $\ell_J-\lambda_J$ is $O(z^3)$ because (1) and (3) differ by terms of that kind; $E-E_{CC}=O(z^4)$; and the four denominators differ by $O(z)$. Each changes $\ell_3$ at $z^3$ or beyond and the energy at $z^5$. All variants are thus correct through fourth order. For CO at 1.1 Å, halving $z$ from 0.1 to 0.05 gives effective powers 3.97 for the gap, 4.97 for the rank-4 term, and 4.78 and 4.97 for the errors of A and D; the test requires the first within 0.3 of 4 and the others above 4.5.

At leading order $\lambda_\mu$ and $t_\mu$ both equal the CI coefficient $c_\mu$, since $\ell_\mu=c_\mu$ plus higher-order products. Setting $\lambda\to t$, removing the dressing and the quadratic terms, and taking $D\to-d_0$ turns (6) into $-\sum\langle\Phi|(T_1+T_2)^\dagger H|K\rangle\langle K|HT_2|\Phi\rangle/d_0$, the (T) correction.

## Separated fragments

Let $H=H_A+H_B$ with every orbital on one fragment and $\Phi=\Phi_A\Phi_B$. Then $T=T_A+T_B$ solves CCSD and $\bar H=\bar H_A+\bar H_B$. Each term of $\bar H|\Phi\rangle$ excites one fragment, so $M_K=0$ for mixed triples. For $K$ on $A$, $D_K=E_A+E_B-(\bar H_{A,KK}+E_B)$ is the monomer value. In (3) with $\nu$ on $A$, $(\bar H_B-E_B)\Phi_B$ has rank 3 or more and is invisible to $\Lambda$, so the $\lambda$ with labels on $A$ obey the monomer equations; the same argument makes $X_K$ the monomer value. Hence $\delta_{AB}=\delta_A+\delta_B$. In a test with two random fragments, $2.511521\times10^{-7}+9.224550\times10^{-6}=9.475702\times10^{-6}$ Eh, the value found for the union; both corrections are positive. On mixed triples $M$ vanishes to rounding while $|X|$ reaches 0.024 Eh, so additivity rests on $M$.

## What the diagonal approximation costs

Take two triples with $E_{CC}=0$, diagonal $\Delta>0$, coupling $v$, and $X=M=(\mu,\mu)$. The vector $(1,1)$ is an eigenvector of the block with eigenvalue $\Delta+v$, so (5) gives $-2\mu^2/(\Delta+v)$, while (6) gives $-2\mu^2/\Delta$, too large in magnitude if $v>0$. In the basis $(K_1\pm K_2)/\sqrt2$ the block is diagonal and (6) reproduces (5). The result of (6) therefore depends on the basis, and it fails when $|v|$ is comparable with $\Delta$ or a $D_K$ nears zero.

Rotating a degenerate orbital pair mixes triples among themselves, and $\sum X_KM_K/D_K$ is unchanged if $D_K$ is constant over each mixed set and keeps its value. This holds for A. It holds for B when symmetry makes the one-body operator behind $d_1$ proportional to the unit matrix on the pair, as for the $\pi^*$ pair of a linear molecule in a totally symmetric state. Integrals such as $\tilde g_{iaia}$ depend on the orientation of $\pi^*$ relative to $\pi$. In a test that rotates the $\pi^*$ pair of CO by 45° with $\pi$ fixed, A and B stay unchanged and D changes by $-0.248$ mEh, 2.7% of its value; C changes by $-0.177$ mEh. A value of variant D must be quoted with its orbitals.

## Worked example: CO

The model is RHF/STO-3G with both $1s$ orbitals frozen, ten electrons in eight orbitals, and real $\pi_x,\pi_y$ orbitals, at 1.1 Å (roughly the measured bond length) and 1.6 Å. The reference is FCI in this space, restricted to the 792 determinants with $M_S=0$ that are totally symmetric in $C_{2v}$, of which 224 are triples; it leaves out basis-set completeness, core correlation, relativity and nuclear motion. All values are in the numerical output after this text.

At 1.1 Å, $E_{CCSD}=-111.344510$ Eh and $E_{FCI}=-111.351528$ Eh. Equation (2) with the $\ell_K$ of the FCI vector gives, by rank, $-6.0898-0.8892-0.0380-0.0003=-7.0173$ mEh, equal to the gap from diagonalization.

The largest contribution to variant D comes from four triples that are equivalent by spin reversal and exchange of $x$ and $y$. One of them promotes $1\pi_{x\alpha}1\pi_{x\beta}1\pi_{y\alpha}$ to the matching $2\pi$ orbitals. There $-D=2.99996-1.17205+0.13155=1.95946$ Eh, against $d_0=2.68689$ Eh. Then $X/D=-0.042408/(-1.95946)=0.021643$, and times $M=-0.046062$ Eh the term is $-0.9969$ mEh. The exact $\ell_K$ from the FCI vector is 0.013649, so variant D overestimates it by the factor $0.021643/0.013649=1.59$; variant B gives $0.042408/2.99996=0.01414$.

| mEh | 1.1 Å | 1.6 Å |
|---|---|---|
| FCI − CCSD | −7.02 | −42.91 |
| its rank-3 part | −6.09 | −36.45 |
| $\delta_{\rm block}$ | −6.79 | −36.06 |
| A | −6.41 | −51.00 |
| B | −5.88 | −39.25 |
| C | −9.64 | −71.84 |
| D | −9.23 | −64.50 |
| (T) | −6.21 | −45.65 |

Variant D gives $-9.23$ mEh ($-24.2$ kJ/mol) against a gap of $-18.4$ kJ/mol, and $-64.50$ mEh ($-169.4$ kJ/mol) against $-112.6$ kJ/mol. In this model the most complete denominator overshoots FCI, by 2.21 and 21.60 mEh, and A, B and (T) all lie closer at both distances. The error splits along the derivation. At 1.1 Å, omitting ranks 4 to 6 from (2) contributes $-6.0898+7.0173=+0.9275$ mEh; the approximations to $\ell_3$ in (i) to (iii) contribute $-6.7896+6.0898=-0.6998$; the diagonal step contributes $-9.2277+6.7896=-2.4381$; the sum is $-2.2104$ mEh. At 1.6 Å, where the reference weight has fallen from 0.92 to 0.69 and the largest $|t_1|$ has grown from 0.041 to 0.215, the same three parts are $+6.456$, $+0.386$ and $-28.441$ mEh, summing to $-21.599$. Step (iv) dominates at both distances: $d_2$ lowers the denominator of the leading triple by about 1.2 Eh at each distance, while off-diagonal elements of the same order in $z$ are discarded, and their net effect has the sign of $v>0$ in the two-state model. At 1.6 Å the smaller errors of A and B include cancellation: they exceed the block value in magnitude by 14.93 and 3.18 mEh, which is offset against the 6.46 mEh omitted with the higher ranks. At 1.1 Å they fall short of the block value by 0.38 and 0.91 mEh, which adds to the 0.93 mEh omitted, and only the $-0.70$ mEh from (i) to (iii) works the other way. The ranking refers to this basis and these orbitals.

## Calculated quantities

```
--- CO STO-3G frozen core, R = 1.1 Angstrom: 792 A1 determinants, 224 triples
E_RHF = -111.219048 Eh, E_CCSD = -111.344510 Eh, E_FCI = -111.351528 Eh
reference weight in FCI = 0.9245, max|t1| = 0.0407, max|t2| = 0.1076
E_FCI - E_CCSD = -7.0173 mEh = -18.42 kJ/mol
exact l.M, ranks 3,4,5,6 (mEh): -6.0898 -0.8892 -0.0380 -0.0003
Lambda with full triples block = -6.7896 mEh
delta A = -6.4073 mEh, error vs FCI = 0.6100 mEh
delta B = -5.8810 mEh, error vs FCI = 1.1363 mEh
delta C = -9.6388 mEh, error vs FCI = -2.6214 mEh
delta D = -9.2277 mEh, error vs FCI = -2.2104 mEh
CR-CC(2,3) D: E = -111.353738 Eh, delta = -24.23 kJ/mol
(T) = -6.2138 mEh, error vs FCI = 0.8035 mEh
max deviation formula vs matrix M, X, diagonal (Eh): 2e-16 2e-16 3e-14
largest triple: 1pix_a 1pix_b 1piy_a -> 2pix_a 2pix_b 2piy_a
  M = -0.046062 Eh, X = -0.042408 Eh, D = -1.95946 Eh, l = X/D = 0.021643
  exact l = 0.013649, term X M/D = -0.9969 mEh
  orbital gap 2.68689, 1-body 2.99996, 2-body -1.17205, 3-body 0.13155 Eh
dE_CCSD/dz at z=1: finite difference -0.2596079 Eh, Lambda -0.2596079 Eh
z=0.05: gap, rank-4, error A, error D (Eh): -5.062e-08 -2.887e-10 9.781e-11 9.409e-10
z=0.1: gap, rank-4, error A, error D (Eh): -7.923e-07 -9.074e-09 2.689e-09 2.945e-08
powers of z (gap, rank-4, error A, error D): 3.97 4.97 4.78 4.97
change on 45 deg pi* rotation, A B C D (mEh): -0.0000 0.0000 -0.1771 -0.2477
--- CO STO-3G frozen core, R = 1.6 Angstrom: 792 A1 determinants, 224 triples
E_RHF = -110.974194 Eh, E_CCSD = -111.185641 Eh, E_FCI = -111.228547 Eh
reference weight in FCI = 0.6894, max|t1| = 0.2150, max|t2| = 0.1757
E_FCI - E_CCSD = -42.9053 mEh = -112.65 kJ/mol
exact l.M, ranks 3,4,5,6 (mEh): -36.4493 -5.1621 -1.3281 0.0342
Lambda with full triples block = -36.0634 mEh
delta A = -50.9966 mEh, error vs FCI = -8.0912 mEh
delta B = -39.2460 mEh, error vs FCI = 3.6593 mEh
delta C = -71.8420 mEh, error vs FCI = -28.9367 mEh
delta D = -64.5042 mEh, error vs FCI = -21.5988 mEh
CR-CC(2,3) D: E = -111.250145 Eh, delta = -169.36 kJ/mol
(T) = -45.6532 mEh, error vs FCI = -2.7479 mEh
max deviation formula vs matrix M, X, diagonal (Eh): 4e-16 7e-17 3e-14
largest triple: 5sig_a 1pix_a 1pix_b -> 2pix_a 2pix_b 6sig_a
  M = -0.076445 Eh, X = -0.081068 Eh, D = -1.36841 Eh, l = X/D = 0.059242
  exact l = 0.046219, term X M/D = -4.5288 mEh
  orbital gap 1.86775, 1-body 2.38812, 2-body -1.19756, 3-body 0.17785 Eh
--- random model (arb. units): max rank-6 moment 91.176, rank-7 1e-13, rank-7 of H e^T 20.010
fragments: delta D(A) = 2.511521e-07, D(B) = 9.224550e-06, D(AB) = 9.475702e-06 Eh
mixed triples: max|M| = 2e-17 Eh, max|X| = 2.44e-02 Eh
1 Eh = 2625.50 kJ/mol
```
